# The Levine-Louie Dielectric Function and Its Wavevector-Dependent Exchange Fraction, part 2

The Levine-Louie model turns the dielectric function of a uniform electron gas into that of a semiconductor by moving its absorption above a gap parameter \(\omega_g\). The problem here is what fraction \(\alpha(q)=1/\varepsilon(q)\) of bare exchange survives static screening at wavevector \(q\), and how well a hybrid functional can copy it.

Atomic units are used in the algebra. The gas is unpolarized and isotropic, the response is treated in the random-phase approximation, and local fields are left out. The occupation \(f_{\mathbf k}\) is 1 inside the Fermi sphere, of radius \(k_F\), and 0 outside.

A pair leading from \(\mathbf k\) to \(\mathbf k+\mathbf q\) has the energy \(D=\mathbf k\cdot\mathbf q+q^2/2\) in the gas and \(\Omega=\sqrt{D^2+\omega_g^2}\) in the model, whose response is

\[
\varepsilon(q,\omega)=1+\frac{4\pi}{q^2}\,2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\,\frac{2D}{\Omega^2-(\omega+i0)^2}.
\]

Pairs with both states occupied cancel, so the factor \(1-f_{\mathbf k+\mathbf q}\) may be inserted or dropped; the pairs that remain have \(D>0\).

The absorption \(\varepsilon_2\), the imaginary part of this function, obeys the f-sum rule

\[
\int_0^\infty \omega\,\varepsilon_2(q,\omega)\,d\omega=\frac{\pi}{2}\,\omega_p^2 ,
\]

where \(\omega_p\) is the plasma frequency. A rigid shift of the gas absorption by \(\omega_g\) would instead give, for \(q<2k_F\),

\[
\frac{\text{rigid moment}}{\pi\omega_p^2/2}=1+\frac32\,a\left(1-\frac{Q^2}{12}\right).
\]

The static dielectric function has the closed form

\[
\varepsilon(q)=1+\frac{4F}{\pi k_F Q^2},\qquad
F=\frac12+\frac{1-s^2+a^2}{4Q}\,\Lambda-\frac{\Delta}{4Q}\,T,
\]

\[
\Lambda=\ln\frac{(1+s)^2+a^2}{(1-s)^2+a^2},\qquad
T=\arctan\frac{1+s}{a}+\arctan\frac{1-s}{a},
\]

with

\[
Q=\frac{q}{k_F},\qquad \Delta=\frac{2\omega_g}{k_F^2},\qquad s=\frac Q2,\qquad a=\frac{\Delta}{2Q}=\frac{\omega_g}{q k_F}.
\]

## The exchange fraction and what a hybrid can copy

The second half uses these symbols and results. The gas has Fermi wavevector \(k_F\), density \(n\) and plasma frequency \(\omega_p\), with \(\omega_p^2=4\pi n=4k_F^3/(3\pi)\); \(\omega_g\) is the gap parameter, and \(D=\mathbf k\cdot\mathbf q+q^2/2\) is the energy of a pair before the shift. The static dielectric function is \(\varepsilon(q)=1+4F/(\pi k_FQ^2)\) with \(Q=q/k_F\) and the function \(F\) found above. It can also be written as an average over the Fermi sphere,

\[
\varepsilon(q)=1+\frac{4\pi n}{q^2}\left\langle\frac{2D}{D^2+\omega_g^2}\right\rangle,
\]

since \(2\int d^3k\,f_{\mathbf k}/(2\pi)^3=n\).

For small \(q\) at fixed \(\omega_g\), expand the average in \(D/\omega_g\). The largest \(|D|\) in the sphere is \(qk_F+q^2/2\), so the expansion requires \(q\) well below \(\omega_g/k_F\). Two averages are needed. The first is \(\langle D\rangle=q^2/2\). For the second, \(\langle(\mathbf k\cdot\mathbf q)^2\rangle=q^2\langle k^2\rangle/3=q^2k_F^2/5\), and odd powers of \(\mathbf k\cdot\mathbf q\) average to zero, so

\[
\langle D^3\rangle=3\cdot\frac{q^2k_F^2}{5}\cdot\frac{q^2}{2}+O(q^6)=\frac{3}{10}k_F^2q^4+O(q^6).
\]

Inserting both gives

\[
\varepsilon(q)=1+\frac{\omega_p^2}{\omega_g^2}\left[1-\frac{3k_F^2q^2}{5\omega_g^2}+O(q^4)\right].
\]

The long-wave constant is \(\varepsilon_0=1+\omega_p^2/\omega_g^2\). This fixes the parameter of the model:

\[
\omega_g=\frac{\omega_p}{\sqrt{\varepsilon_0-1}} .
\]

For a real solid, \(\varepsilon_0\) stands for the electronic dielectric constant with the nuclei held fixed. The parameter \(\omega_g\) is then an average excitation energy chosen to reproduce the polarizability. It is the onset of absorption in the model for \(q\le2k_F\); at larger \(q\) the onset moves up to \(\sqrt{\omega_g^2+(q^2/2-qk_F)^2}\). It should not be identified with the smallest band gap of the solid.

At large \(q\) every electron has \(D\approx q^2/2\), which is much larger than \(\omega_g\). The average tends to \(4/q^2\), and

\[
\varepsilon(q)-1\to\frac{16\pi n}{q^4}=\frac{4\omega_p^2}{q^4}.
\]

The gap has dropped out: electrons struck with a large momentum respond as free particles. Between the two limits the function is bounded. Allowed pairs have \(D>0\), so each contributes a positive amount that is at most \(2D/\omega_g^2\). The sum of these upper values is the long-wave result, because the pairs with both states occupied cancel in the sum of \(D\) as well. Therefore \(1\le\varepsilon(q)\le\varepsilon_0\).

The long-wave plasmon is another check on the meaning of the shift. As \(q\to0\) at fixed \(\omega>\omega_g\), the denominator \(D^2+\omega_g^2-\omega^2\) loses its first term, and \(\varepsilon=1-\omega_p^2/(\omega^2-\omega_g^2)\). This vanishes at \(\omega=\sqrt{\omega_p^2+\omega_g^2}\). The restoring forces of the gap and of the collective field add in squared frequency.

The exchange fraction follows from the form of the exchange operator. For electrons of one spin with density matrix \(\gamma(\mathbf r,\mathbf r')\), the Fock operator has the kernel \(-\gamma(\mathbf r,\mathbf r')\,v(\mathbf r-\mathbf r')\), where \(v\) is the Coulomb interaction, with transform \(4\pi/q^2\). Statically screened exchange replaces \(v\) by \(W\), whose transform is \(4\pi/[q^2\varepsilon(q)]\). For a plane-wave state of wavevector \(\mathbf k\) this gives the energy

\[
\Sigma(\mathbf k)=-\int\!\frac{d^3p}{(2\pi)^3}\,f_{\mathbf p}\,\alpha(|\mathbf k-\mathbf p|)\,\frac{4\pi}{|\mathbf k-\mathbf p|^2},\qquad \alpha(q)=\frac{1}{\varepsilon(q)} .
\]

The fraction thus belongs to the momentum exchanged between two electrons. A global hybrid functional, which mixes in one fixed share of Fock exchange, replaces \(\alpha(q)\) by a constant.

Screened exchange is one part of the static self-energy. The other is the Coulomb hole, the energy an added electron gains by polarizing its surroundings. Since the polarization grows in proportion to the charge that causes it, the gain is half the induced potential energy at the position of the electron:

\[
\frac12\int\!\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\left[\frac1{\varepsilon(q)}-1\right]=\frac1\pi\int_0^\infty\!\left[\frac{1}{\varepsilon(q)}-1\right]dq .
\]

The integral converges because of the \(q^{-4}\) tail. In this uniform medium it is the same constant for all states, so it moves all levels together, and the dependence on the state comes from screened exchange. In a crystal the corresponding term varies in space. A hybrid functional hands that part, and the exchange not included as Fock exchange, to a density functional, which the present argument does not determine.

For small \(q\), write \(\alpha_0=1/\varepsilon_0\) and invert the expansion of \(\varepsilon\). To first order in \(q^2\) the change of \(1/\varepsilon\) is minus the change of \(\varepsilon\) divided by \(\varepsilon_0^2\). Since \(\alpha_0(\varepsilon_0-1)=1-\alpha_0\),

\[
\alpha(q)=\alpha_0+\alpha_0(1-\alpha_0)\,\frac{3k_F^2}{5\omega_g^2}\,q^2+O(q^4).
\]

Take as an example a model semiconductor with the round values \(n=0.2\) Å⁻³ and \(\varepsilon_0=10\). Then \(k_F=(3\pi^2\times0.2)^{1/3}=1.809\) Å⁻¹, and the plasma energy is 16.61 eV. The gap parameter is \(16.61/\sqrt9=5.54\) eV, or 0.203 hartree, and the small-\(q\) scale \(\omega_g/k_F\) is 0.4015 Å⁻¹. The long-wave plasmon lies at \(\sqrt{16.61^2+5.54^2}=17.5\) eV, where the zero of the dielectric function is also found numerically.

At \(q=1\) Å⁻¹ the dimensionless quantities are \(Q=1/1.8092=0.5527\), \(s=0.2764\), \(a=0.4015\) and \(\Delta=2aQ=0.4439\). The integrated first moment of the model absorption is 433.2 eV², equal to \(\pi\omega_p^2/2\). A rigid shift gives 687.4 eV². The ratio 1.587 agrees with the formula derived above, \(1+1.5\times0.4015\,(1-0.5527^2/12)=1.587\). The excess of 59 per cent is measured against the correct moment.

The static formula at this \(q\) uses \(\Lambda=0.9609\), \(T=2.3302\) and \(1-s^2+a^2=1.0848\):

\[
F=0.5+\frac{1.0848\times0.9609}{4\times0.55273}-\frac{0.44388\times2.3302}{4\times0.55273}=0.5+0.4715-0.4678=0.5037 .
\]

The prefactor \(4/(\pi k_FQ^2)\), with \(k_F\) in inverse bohr, is 4.353. Thus \(\varepsilon=1+4.353\times0.5037=3.193\) and \(\alpha=0.313\).

A range-separated hybrid can be set beside this function. Let it have full Fock exchange at short range and the fraction \(1/\varepsilon_0\) at long range, with the interaction

\[
\frac1r\left[\frac1{\varepsilon_0}+\left(1-\frac1{\varepsilon_0}\right)\operatorname{erfc}(\mu r)\right].
\]

The function \(\operatorname{erf}(\mu r)/r\) is the potential of the unit Gaussian charge \((\mu^3/\pi^{3/2})e^{-\mu^2r^2}\). Indeed, its negative slope is \(\operatorname{erf}(\mu r)/r^2-2\mu e^{-\mu^2r^2}/(\sqrt\pi\,r)\), which is the charge enclosed within \(r\) divided by \(r^2\). The transform of the charge is \(e^{-q^2/4\mu^2}\), so the potential has the transform \((4\pi/q^2)e^{-q^2/4\mu^2}\). Subtracting it from the bare Coulomb transform gives that of \(\operatorname{erfc}(\mu r)/r\), and the fraction in the hybrid is

\[
\alpha_h(q)=1-\left(1-\frac1{\varepsilon_0}\right)e^{-q^2/4\mu^2}.
\]

It has the same limits as \(\alpha(q)\) at zero and infinite \(q\), and one parameter \(\mu\) to describe what lies between. One way to choose \(\mu\) is to match the curvature at \(q=0\). The hybrid rises as \((1-\alpha_0)q^2/(4\mu^2)\). Equating this to the rise of \(\alpha(q)\), and then inserting \(\omega_g^2=\omega_p^2/(\varepsilon_0-1)\) and \(\omega_p^2=4k_F^3/(3\pi)\), one obtains

\[
\mu^2=\frac{5\,\varepsilon_0\,\omega_g^2}{12\,k_F^2}=\frac{5}{36}\,q_{TF}^2\,\frac{\varepsilon_0}{\varepsilon_0-1},\qquad q_{TF}^2=\frac{4k_F}{\pi}.
\]

Here \(q_{TF}\) is the Thomas-Fermi wavevector of the gas. The gap has nearly disappeared from \(\mu\) when \(\varepsilon_0\) is large. In the example \(q_{TF}=2.086\) Å⁻¹ and \(\mu=2.086\sqrt{(5/36)(10/9)}=0.820\) Å⁻¹, or 0.434 bohr⁻¹. At the same density, \(\varepsilon_0=5\) would give 0.869 Å⁻¹ and \(\varepsilon_0=20\) would give 0.798 Å⁻¹.

Another way is to match the point \(q_{1/2}\) at which \(\alpha\) lies halfway between \(\alpha_0\) and 1. The exponential must then be one half, so \(\mu=q_{1/2}/(2\sqrt{\ln2})\). In the example the halfway value 0.55 occurs at 1.819 Å⁻¹, and \(\mu=1.092\) Å⁻¹, or 0.578 bohr⁻¹. The fractions compare as follows, with \(q\) in Å⁻¹.

| \(q\) | \(\alpha\) | \(\alpha_h\), curvature | \(\alpha_h\), halfway |
|---|---|---|---|
| 0 | 0.100 | 0.100 | 0.100 |
| 0.5 | 0.170 | 0.180 | 0.146 |
| 1 | 0.313 | 0.380 | 0.270 |
| 2 | 0.595 | 0.797 | 0.611 |
| 3 | 0.789 | 0.968 | 0.863 |
| 4 | 0.916 | 0.998 | 0.968 |

The model fraction passes 1/4 at 0.79 Å⁻¹ and 1/2 at 1.63 Å⁻¹. Two electrons in the Fermi sphere can exchange any momentum up to \(2k_F=3.62\) Å⁻¹, so over the range that matters for the occupied states the fraction runs from 0.1 to a value between 0.79 and 0.92. A global hybrid with a fraction of 1/4 agrees with the model at one wavevector; it has too large a share of Fock exchange below it and too small a share above.

Neither choice of \(\mu\) reproduces the curve. On a grid up to 8 Å⁻¹ the largest error of the curvature match is \(+0.21\), near 2.35 Å⁻¹, and that of the halfway match is \(+0.075\), near 3.15 Å⁻¹. Both are absolute differences in the fraction, relative to the Levine-Louie curve and not to a real material. The curvature match uses information from \(q\ll0.40\) Å⁻¹ alone. At 0.25 Å⁻¹ the quadratic expansion still gives \(0.1+0.09\times0.6\times(0.25/0.4015)^2=0.121\), against the full value 0.120, but at larger \(q\) the fraction falls behind the quadratic law, which at 0.5 Å⁻¹ gives \(0.1+0.09\times0.6\times(0.5/0.4015)^2=0.184\) against the full value 0.170. At the other end the Gaussian reaches 1 too fast, since the model approaches it as \(1-\alpha\to4\omega_p^2/q^4\). No value of \(\mu\) removes this difference in form.

For a small gap, the departure from the quadratic law can be traced to the metallic limit. In terms of \(q_{TF}\), the small-\(q\) rise is

\[
\alpha(q)-\alpha_0=\frac95\,(1-\alpha_0)^2\,\frac{q^2}{q_{TF}^2}+O(q^4).
\]

If the gap is now sent to zero, \(\alpha_0\to0\) and the coefficient tends to \(9/5\). If instead the gap is removed first, then \(\Delta T\to0\), and for small \(s\) the logarithm is \(\Lambda=2\ln[(1+s)/(1-s)]\approx4s=2Q\). This gives \(F\to1\), \(\varepsilon\to1+q_{TF}^2/q^2\) and \(\alpha\to q^2/q_{TF}^2\), with coefficient 1. The two limits do not commute, because one keeps \(q\) far below \(\omega_g/k_F\) and the other far above it. The numerical values are 1.8000 and 1.0016; the second was taken at a small but finite gap and wavevector. The passage between the two can be read from the closed formula. For small \(s\) at fixed \(a\), \(\Lambda\approx2Q/(1+a^2)\) and \(T\approx2\arctan(1/a)\), so \(F\approx1-a\arctan(1/a)\). For a small gap \(\alpha\approx q^2/(q_{TF}^2F)\) and \(\alpha_0\approx\omega_g^2/\omega_p^2=3a^2q^2/q_{TF}^2\), so the coefficient is \(1/F-3a^2\). It starts at \(9/5\) and falls slowly: it is 1.66 at \(q=\omega_g/k_F\), where \(a=1\), and 1.14 at ten times that wavevector, and it approaches 1 as \(1+\pi a/2\).

The fraction inherits the limits of its derivation. Static screening supposes that the energies exchanged are small compared with those at which the medium responds, here, at long wavelength, from the gap parameter at 5.5 eV to the plasmon at 17.5 eV. At larger \(q\) the response extends higher, since pair energies reach \(\sqrt{\omega_g^2+(qk_F+q^2/2)^2}\), about 43 eV at 2 Å⁻¹. In the example the condition is met only in part. Two occupied states separated by \(q\le2k_F\) can differ in energy by up to \(qk_F-q^2/2\), which is 10 eV at 1 Å⁻¹ and reaches the Fermi energy, 12.5 eV, at \(q=k_F\). At these frequencies the real part of \(1/\varepsilon\) is about 0.12 and 0.44, against the static values 0.31 and 0.55, so the static fraction is reliable only for states close in energy. The isotropic form omits local fields, which matter where the density varies strongly within a unit cell, and it does not apply to layers or molecules, whose screening is not a function of a single \(q\) in a uniform bulk. The gap enters the response alone, while the occupied states remain those of a Fermi sphere. Within these limits the model needs two inputs, the density and \(\varepsilon_0\). The numerical output below gives the full set of values.

## Computed results

```
density n = 0.20 1/angstrom^3
chosen eps(0) = 10.0, alpha(0) = 0.100
kF = 1.8092 1/angstrom
Thomas-Fermi wavevector = 2.0864 1/angstrom
plasma energy wp = 16.606 eV
gap parameter = 5.535 eV = 0.20342 hartree
small-q scale gap/kF = 0.4015 1/angstrom
plasmon from zero of eps at q = 0.0094 1/angstrom: 17.505 eV
long-wave plasmon formula = 17.505 eV
f-sum at q = 1 1/angstrom:
  target pi*wp^2/2 = 433.176 eV^2
  squared-frequency shift = 433.176 eV^2
  rigid shift = 687.431 eV^2, ratio to target = 1.5870
static formula at q = 1 1/angstrom (dimensionless):
  Q = 0.55273
  Delta = 0.44388
  s = 0.27637
  a = 0.40153
  logarithm = 0.96093
  arctangent sum = 2.33023
  F = 0.50368
  eps = 3.19253
  4/(pi*kF*Q^2), kF in 1/bohr = 4.35304
q (1/angstrom), eps, alpha, hybrid curvature, hybrid halfway:
  0.00  10.0000  0.1000  0.1000  0.1000
  0.25  8.3447  0.1198  0.1207  0.1117
  0.50  5.8679  0.1704  0.1800  0.1459
  1.00  3.1925  0.3132  0.3797  0.2701
  1.50  2.1583  0.4633  0.6104  0.4383
  2.00  1.6810  0.5949  0.7969  0.6107
  3.00  1.2669  0.7893  0.9684  0.8634
  4.00  1.0914  0.9162  0.9977  0.9685
  6.00  1.0159  0.9844  1.0000  0.9995
  8.00  1.0048  0.9952  1.0000  1.0000
alpha = 0.25 at q = 0.7907 1/angstrom
alpha = 0.50 at q = 1.6308 1/angstrom
halfway alpha = 0.550 at q = 1.8189 1/angstrom
mu, curvature match = 0.8196 1/angstrom = 0.4337 1/bohr
mu, halfway match = 1.0924 1/angstrom = 0.5781 1/bohr
mu, curvature match, for eps(0) = 5: 0.8693 1/angstrom
mu, curvature match, for eps(0) = 20: 0.7978 1/angstrom
largest hybrid error up to 8 1/angstrom, curvature: +0.2122 at q = 2.35 1/angstrom
largest hybrid error up to 8 1/angstrom, halfway: +0.0752 at q = 3.15 1/angstrom
coefficient of (q/qTF)^2, q -> 0 first: 1.8000
coefficient of (q/qTF)^2, gap -> 0 first: 1.0016
```
